# Averaged pair density and the sum rules of exchange and correlation holes

The Coulomb repulsion of $N$ electrons depends only on the distances between them, whereas the wavefunction depends on all positions and spins. This problem finds the function of one distance that fixes the interaction energy, and then asks how much charge is missing around an electron, first because of exchange and then because of correlation.

Hartree atomic units are used: lengths are in bohr and energies in hartree. The state $\Psi(x_1,\dots,x_N)$, with $x=(\mathbf r,\text{spin})$, is normalized, antisymmetric and has a fixed number $N\ge2$ of electrons. Its density and pair density are

$$n(\mathbf r_1)=N\sum_{\text{spins}}\int|\Psi|^2\,d\mathbf r_2\cdots d\mathbf r_N ,$$

$$P(\mathbf r_1,\mathbf r_2)=N(N-1)\sum_{\text{spins}}\int|\Psi|^2\,d\mathbf r_3\cdots d\mathbf r_N .$$

With this convention $P$ counts ordered pairs: (1,2) and (2,1) are counted separately.

## (a) From the pair density to a function of distance

**Question.** Write $W=\langle\Psi|\sum_{i<j}1/r_{ij}|\Psi\rangle$ in terms of $P$. Then use the separation $\mathbf u=\mathbf r_1-\mathbf r_2$ and the midpoint $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ to reduce it to an integral over $u=|\mathbf u|$.

**Solution.** Exchanging two electrons changes at most the sign of $\Psi$, so $|\Psi|^2$ is symmetric and each of the $N(N-1)/2$ pairs contributes equally. Taking electrons 1 and 2 as the representative pair,

$$W=\frac{N(N-1)}2\sum_{\text{spins}}\int\frac{|\Psi|^2}{r_{12}}\,d\mathbf r_1\cdots d\mathbf r_N
=\frac12\iint\frac{P(\mathbf r_1,\mathbf r_2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .$$

The inverse transformation is $\mathbf r_1=\mathbf R+\mathbf u/2$, $\mathbf r_2=\mathbf R-\mathbf u/2$. For each Cartesian component its determinant is $1\cdot(-\tfrac12)-\tfrac12\cdot1=-1$, so $d\mathbf r_1d\mathbf r_2=d\mathbf R\,d\mathbf u$. With $d\mathbf u=u^2du\,d\Omega_u$,

$$W=\int_0^\infty du\,u^2\,\frac1u\int d\Omega_u\;\frac12\int d\mathbf R\,P(\mathbf R+\tfrac{\mathbf u}2,\mathbf R-\tfrac{\mathbf u}2).$$

The factor $1/u$ stands outside the angular integral because it does not depend on direction. This suggests defining the spherically and system averaged pair density

$$h(u)=\frac12\int\frac{d\Omega_u}{4\pi}\int d\mathbf R\,P(\mathbf R+\tfrac{\mathbf u}2,\mathbf R-\tfrac{\mathbf u}2),$$

where the integral over $\mathbf R$ is the system average. The angular integral is $4\pi$ times the angular average, so

$$\boxed{W=\int_0^\infty4\pi u^2\,h(u)\,\frac1u\,du}$$

The same steps without the factor $1/u$ give the number of pairs. Since $\Psi$ is normalized, $\iint P\,d\mathbf r_1d\mathbf r_2=N(N-1)$, and

$$\int_0^\infty4\pi u^2h(u)\,du=\frac{N(N-1)}2 .$$

Thus $4\pi u^2h(u)\,du$ is the expected number of pairs with separation between $u$ and $u+du$. The value $h(0)$ is half the on-top pair density $P(\mathbf r,\mathbf r)$ integrated over space. A finite $h(0)$ causes no divergence in $W$, because the integrand is $4\pi u\,h(u)$.

The pair density itself need not be isotropic in $\mathbf u$. Consider three electrons in the determinant $s\uparrow,\,p_z\uparrow,\,s\downarrow$, with

$$\varphi_s\propto e^{-r^2/4},\qquad \varphi_{p_z}=z\,\varphi_s .$$

At $u=2$ bohr, half the integral of $P$ over $\mathbf R$ is $0.0124$ bohr$^{-3}$ for $\mathbf u$ along $x$ and $0.0372$ bohr$^{-3}$ along $z$; the average over all directions is $h(2)=0.0206$ bohr$^{-3}$. The average suffices for the energy: the integral over $h$ gives $W=1.410474$ hartree, and a separate evaluation with analytic two-electron integrals gives the same value.

## (b) The charge missing around an electron

**Question.** Define the exchange-correlation hole $n_{xc}$ by

$$P(\mathbf r_1,\mathbf r_2)=n(\mathbf r_1)\,[\,n(\mathbf r_2)+n_{xc}(\mathbf r_1,\mathbf r_2)\,],\qquad n(\mathbf r_1)>0 .$$

What is its integral over $\mathbf r_2$?

**Solution.** Given an electron at $\mathbf r_1$, the density of the others at $\mathbf r_2$ is $P/n(\mathbf r_1)$. The hole is the difference between this conditional density and the full density. Integrating $P$ over $\mathbf r_2$ leaves the same integral that defines $n$, with a different prefactor:

$$\int P(\mathbf r_1,\mathbf r_2)\,d\mathbf r_2
=(N-1)\,N\sum_{\text{spins}}\int|\Psi|^2d\mathbf r_2\cdots d\mathbf r_N=(N-1)\,n(\mathbf r_1).$$

Dividing by $n(\mathbf r_1)$ and subtracting $\int n(\mathbf r_2)d\mathbf r_2=N$,

$$\int n_{xc}(\mathbf r_1,\mathbf r_2)\,d\mathbf r_2=(N-1)-N=-1 .$$

The electron at $\mathbf r_1$ sees $N-1$ others, not $N$. This holds for every such $\Psi$, interacting or not, and at every $\mathbf r_1$ with nonzero density. It uses a definite $N$: in a mixture of states with different particle numbers, there is no common factor $N-1$ to take out.

## (c) The pair density of a single determinant

**Question.** Let $\Phi$ be a determinant of $N$ orthonormal spin orbitals $\psi_i$, each with a definite spin. Find its pair density $P_s$ and its hole, called the exchange hole $n_x$.

**Solution.** Written over permutations $p$ with signs $\epsilon_p=\pm1$,

$$\Phi=\frac1{\sqrt{N!}}\sum_p\epsilon_p\,\psi_{p(1)}(x_1)\cdots\psi_{p(N)}(x_N).$$

In $|\Phi|^2$ there is a double sum over permutations $p$ and $q$. Integration over $x_3,\dots,x_N$ (including their spin sums) and orthonormality require $q(k)=p(k)$ for $k\ge3$. Two choices remain: $q=p$, with sign $+1$, or $q$ equal to $p$ with its first two entries exchanged, with sign $-1$. For given $p(1)=i$ and $p(2)=j$ there are $(N-2)!$ permutations of the rest, and the prefactor becomes $N(N-1)(N-2)!/N!=1$. Before summing over the spins of electrons 1 and 2, the pair density is therefore

$$\sum_{i\ne j}\Big[|\psi_i(x_1)|^2|\psi_j(x_2)|^2-\psi_i^*(x_1)\psi_j(x_1)\psi_j^*(x_2)\psi_i(x_2)\Big].$$

For $i=j$ the two terms in the bracket cancel, so the restriction $i\neq j$ can be dropped. Now write each spin orbital as a spatial orbital $\varphi_i(\mathbf r)$ times a spin function. After the spin sums, the first term is the product of densities. The second survives only if $i$ and $j$ have the same spin. With

$$\gamma_\sigma(\mathbf r_1,\mathbf r_2)=\sum_{i\in\sigma}\varphi_i(\mathbf r_1)\varphi_i^*(\mathbf r_2),$$

where the sum runs over the occupied orbitals of spin $\sigma$, the result is

$$P_s(\mathbf r_1,\mathbf r_2)=n_s(\mathbf r_1)n_s(\mathbf r_2)-\sum_\sigma|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2 .$$

Here $n_s$ is the density of the determinant. Comparison with the definition in (b) gives

$$n_x(\mathbf r_1,\mathbf r_2)=-\frac{\sum_\sigma|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2}{n_s(\mathbf r_1)}\le0 .$$

Exchange can only lower the conditional density below $n_s(\mathbf r_2)$.

## (d) The integral of the exchange hole

**Question.** Integrate $n_x$ over $\mathbf r_2$ directly from its orbital form. What happens if fractional occupations are inserted in that form?

**Solution.** For one spin, the definition of $\gamma_\sigma$ gives

$$\int|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2d\mathbf r_2
=\sum_{i,j\in\sigma}\varphi_i(\mathbf r_1)\varphi_j^*(\mathbf r_1)\int\varphi_i^*(\mathbf r_2)\varphi_j(\mathbf r_2)\,d\mathbf r_2 .$$

The last integral is $\delta_{ij}$, so the right side is $\sum_{i\in\sigma}|\varphi_i(\mathbf r_1)|^2$, the density of spin $\sigma$. The sum over both spins is $n_s(\mathbf r_1)$, and

$$\boxed{\int n_x(\mathbf r_1,\mathbf r_2)\,d\mathbf r_2=-\frac{n_s(\mathbf r_1)}{n_s(\mathbf r_1)}=-1}$$

This agrees with (b), as it must, since a determinant is a particular antisymmetric state. The direct calculation shows what the orbital formula needs. If orbital $i$ enters $\gamma_\sigma$ with occupation $f_i$, the numerator contains $f_i^2$ but the density contains $f_i$:

$$\int n_x\,d\mathbf r_2=-\frac{\sum_if_i^2|\varphi_i(\mathbf r_1)|^2}{\sum_if_i|\varphi_i(\mathbf r_1)|^2}.$$

For $0\le f_i\le1$ we have $f_i^2\le f_i$, with equality at 0 and 1. A fractionally occupied orbital that is nonzero at $\mathbf r_1$ thus makes the integral less negative than $-1$.

Take the orbitals of (a) at $\mathbf r_1=(0.5,0.3,0.8)$ bohr, where $|\varphi_{p_z}|^2/|\varphi_s|^2=z^2=0.64$. With both $s$ spin orbitals full and $p_z\uparrow$ half full,

$$-\frac{2+0.25\times0.64}{2+0.5\times0.64}=-\frac{2.16}{2.32}=-0.931 .$$

With $p_z\uparrow$ full, the integral is $-1$.

## (e) The integral of the correlation hole

**Question.** Suppose a determinant exists with the same density as the interacting state, $n_s=n$. More than one determinant can have this density; a Kohn-Sham determinant is one that is also a ground state of noninteracting electrons in a local potential. Define $n_c=n_{xc}-n_x$ and find its integral. Why does the equality of densities matter?

**Solution.** Subtracting the results of (b) and (d) at the same $\mathbf r_1$,

$$\boxed{\int n_c(\mathbf r_1,\mathbf r_2)\,d\mathbf r_2=-1-(-1)=0}$$

Correlation rearranges the other electrons around the one at $\mathbf r_1$ without changing their number. If the correlation hole is not zero everywhere, it must be negative in some regions and positive in others.

With equal densities, the products $n(\mathbf r_1)n(\mathbf r_2)$ cancel in the difference of pair densities, and

$$n_c(\mathbf r_1,\mathbf r_2)=\frac{P(\mathbf r_1,\mathbf r_2)-P_s(\mathbf r_1,\mathbf r_2)}{n(\mathbf r_1)} .$$

For a determinant with another density but the same $N$, the integral of this quotient is nonzero at every $\mathbf r_1$ where the two densities differ. From $\int P\,d\mathbf r_2=(N-1)n$ and $\int P_s\,d\mathbf r_2=(N-1)n_s$,

$$\int\frac{P-P_s}{n(\mathbf r_1)}\,d\mathbf r_2=(N-1)\left[1-\frac{n_s(\mathbf r_1)}{n(\mathbf r_1)}\right].$$

As an example, mix the determinant $s\uparrow p_z\uparrow s\downarrow$, with weight $0.9$, and the determinant $p_x\uparrow p_z\uparrow p_x\downarrow$, with weight $0.1$, in one wavefunction. Here $\varphi_{p_x}=x\varphi_s$. The determinants differ in two spin orbitals, so their cross term vanishes from the density when $N-1$ electrons are integrated out. At the point used in (d), $x^2=0.25$, and in units of $|\varphi_s|^2$

$$n=0.9\times2+0.1\times2\times0.25+0.64=2.49,\qquad n_s=2+0.64=2.64 .$$

With $N-1=2$, the integral of the quotient is $2(1-2.64/2.49)=-0.120$. If each hole is instead built with the density of its own state, both integrate to $-1$ and their difference still integrates to zero. That difference, however, is then no longer $(P-P_s)/n$.

## (f) Averaged holes and the interaction energy

**Question.** Using the equal-density determinant, split $W$ into classical, exchange and correlation parts that need the holes only as functions of $u$.

**Solution.** Inserting the definition of $n_{xc}$ into the result of (a) gives

$$W=\underbrace{\frac12\iint\frac{n(\mathbf r_1)n(\mathbf r_2)}{r_{12}}d\mathbf r_1d\mathbf r_2}_{U}
+\frac12\iint\frac{n(\mathbf r_1)n_{xc}(\mathbf r_1,\mathbf r_2)}{r_{12}}d\mathbf r_1d\mathbf r_2 .$$

In the second term set $\mathbf r_2=\mathbf r+\mathbf u$ with $\mathbf r=\mathbf r_1$. The sign of $\mathbf u$ is opposite to that in (a), which is immaterial after averaging over directions. For each hole, $\alpha=x,c,xc$, define

$$\langle n_\alpha\rangle(u)=\frac1N\int d\mathbf r\,n(\mathbf r)\int\frac{d\Omega_u}{4\pi}\,n_\alpha(\mathbf r,\mathbf r+\mathbf u).$$

Since $n_{xc}=n_x+n_c$, it follows that $W=U+E_x+W_c$, with

$$E_x=\frac N2\int_0^\infty4\pi u\,\langle n_x\rangle\,du,\qquad
W_c=\frac N2\int_0^\infty4\pi u\,\langle n_c\rangle\,du .$$

The sum rules survive the average. Integrating over $\mathbf u$ at fixed $\mathbf r$ gives the constant $-1$ or $0$, and $\frac1N\int n\,d\mathbf r=1$. Hence

$$\int_0^\infty4\pi u^2\langle n_x\rangle du=-1,\qquad \int_0^\infty4\pi u^2\langle n_c\rangle du=0 .$$

A zero integral does not imply zero energy, because the energy weights short distances more strongly. Suppose $\langle n_c\rangle$ is negative for $u<u_0$ and positive for $u>u_0$. Subtracting a multiple of the zero sum rule,

$$W_c=\frac N2\int_0^\infty4\pi u^2\langle n_c\rangle\left(\frac1u-\frac1{u_0}\right)du<0 ,$$

since the two factors have opposite signs on both sides of $u_0$.

$W_c$ is the interaction part of correlation. The kinetic energy $T$ of $\Psi$ differs from the kinetic energy $T_s$ of the determinant. At equal density the external potential energies agree. The expectation values of the full Hamiltonian in $\Psi$ and in the determinant therefore differ by $W_c+T_c$, with $T_c=T-T_s$. If $\Psi$ is the interacting ground state and the determinant is a Kohn-Sham one, this difference is the correlation energy, $E_c=W_c+T_c$. For another state $\Psi$ with the same density, the sum $W_c+T_c$ is in general different.

## (g) Two interacting electrons in a harmonic trap

**Question.** Two electrons in a spin singlet move in the potential $\frac12\omega^2r^2$, with $\omega=\frac12$ hartree. Show that

$$\psi=C\left(1+\frac u2\right)e^{-(r_1^2+r_2^2)/4}$$

is an eigenfunction. Find $h(u)$ and $W$, and examine the holes.

**Solution.** The chain rule gives $-\frac12\nabla_1^2-\frac12\nabla_2^2=-\frac14\nabla_R^2-\nabla_u^2$, and $r_1^2+r_2^2=2R^2+u^2/2$. The Hamiltonian separates into

$$H_R=-\tfrac14\nabla_R^2+\tfrac14R^2,\qquad H_u=-\nabla_u^2+\tfrac1{16}u^2+\tfrac1u ,$$

and $\psi$ into $C\,e^{-R^2/2}\,(1+\frac u2)e^{-u^2/8}$. From $\nabla_R^2e^{-R^2/2}=(R^2-3)e^{-R^2/2}$, the first factor has eigenvalue $\frac34$.

For the second, write $g=e^{-u^2/8}$ and $q=1+\frac u2$. Then $g'=-\frac u4g$, $g''=(\frac{u^2}{16}-\frac14)g$, $q'=\frac12$ and $q''=0$. The radial Laplacian $\nabla_u^2f=f''+\frac2uf'$ gives

$$\nabla_u^2(qg)=\left[-\frac u4+q\left(\frac{u^2}{16}-\frac14\right)+\frac1u-\frac q2\right]g .$$

In $H_u(qg)$ the terms $qu^2/16$ cancel. Since $q/u=\frac1u+\frac12$, the terms $1/u$ cancel too:

$$H_u(qg)=\left[\frac u4+\frac{3q}4+\frac12\right]g=\left[\frac54+\frac{5u}8\right]g=\frac54\,qg .$$

The total energy is $\frac34+\frac54=2$ hartree. The function has no nodes, so it is the ground state.

For two electrons $P=2|\psi|^2$. The exponent in $|\psi|^2$ is $-R^2-u^2/4$, and $\int e^{-R^2}d\mathbf R=\pi^{3/2}$, so

$$h(u)=A\left(1+\frac u2\right)^2e^{-u^2/4},\qquad A=C^2\pi^{3/2}.$$

Let $I_k=\int_0^\infty u^ke^{-u^2/4}du$. Direct integration gives $I_0=\sqrt\pi$ and $I_1=2$; integration by parts gives $I_k=2(k-1)I_{k-2}$ for $k\ge2$. Hence $I_2=2\sqrt\pi$, $I_3=8$ and $I_4=12\sqrt\pi$. There is one pair, so

$$1=4\pi A\left(I_2+I_3+\tfrac14I_4\right)=4\pi A\,(8+5\sqrt\pi).$$

The energy integral has one power of $u$ less:

$$W=4\pi A\left(I_1+I_2+\tfrac14I_3\right)=\frac{4+2\sqrt\pi}{8+5\sqrt\pi}=0.4474\ \text{hartree}=12.18\ \text{eV}.$$

An independent check multiplies the interaction by $\lambda$. For a normalized eigenstate the terms from the change of the state cancel, so $dE/d\lambda=W$ at $\lambda=1$. Numerical diagonalization near $\lambda=1$ gives $0.44744$ hartree.

The Kohn-Sham determinant has both spins in the orbital $\varphi=\sqrt{n/2}$: this gives the density $n$, and since $\varphi$ has no nodes it is the lowest orbital in the local potential $\nabla^2\varphi/(2\varphi)$ plus a constant. Then $\sum_\sigma|\gamma_\sigma|^2=2\,\frac{n(\mathbf r_1)}2\frac{n(\mathbf r_2)}2$, and

$$n_x=-\frac{n(\mathbf r_2)}2,\qquad n_c=\frac P{n(\mathbf r_1)}-\frac{n(\mathbf r_2)}2 .$$

Here exchange removes the interaction of each electron with itself, and $E_x=-U/2$. Averaging $P/n$ with the factor $1/N=\frac12$ gives $\frac12\cdot2h=h$, so $\langle n_c\rangle=h+\langle n_x\rangle$. Quadrature with the density of $\psi$ gives, in bohr$^{-3}$:

| $u$ (bohr) | $h$ | $\langle n_x\rangle$ | $\langle n_c\rangle$ |
|---|---|---|---|
| 0 | 0.00472 | −0.01684 | −0.01212 |
| 1 | 0.00827 | −0.01377 | −0.00550 |
| 2 | 0.00694 | −0.00748 | −0.00054 |
| 3 | 0.00311 | −0.00265 | 0.00045 |
| 4 | 0.00078 | −0.00060 | 0.00018 |

For the determinant, the averaged pair density is $-\langle n_x\rangle$. At $u=0$ correlation therefore reduces it to $0.00472/0.01684=28\%$ of the determinant's value. The averaged correlation hole turns from negative to positive between 2 and 3 bohr: pairs are moved from short to larger separations. This is not its only sign change. At large $u$ both $h$ and $\langle n_x\rangle$ fall as $e^{-u^2/4}$, but with prefactors growing as $u^2$ and $u^4$, so $\langle n_c\rangle$ turns negative again a little beyond 9 bohr. There it is smaller than $10^{-11}$ bohr$^{-3}$ and does not affect the energies quoted below. The computed integrals of the averaged holes are $-1.000000$ and $0.000000$.

The energies, in hartree, combine as

$$W=U+E_x+W_c=1.0303-0.5151-0.0677=0.4474$$

to within rounding of the last digit. The kinetic energy follows from the total energy and the trap energy $0.8881$: $T=2-0.8881-0.4474=0.6644$, with the last digit taken from unrounded values. For the determinant, two electrons in $\sqrt{n/2}$ give

$$T_s=\int\left|\nabla\sqrt{n/2}\right|^2d\mathbf r=\frac18\int\frac{|\nabla n|^2}n\,d\mathbf r=0.6352 .$$

Thus $T_c=0.0292$ and $E_c=-0.0677+0.0292=-0.0385$. In this system the kinetic cost cancels a little over two fifths of the interaction energy gained by correlation.

## Computed results

```
A: two interacting electrons, trap omega = 0.5 hartree
Energy by diagonalization: 2.00000 hartree
Pair count from h: 1.000000
Electron count from n: 2.000000
W from h(u): 0.447443 hartree = 12.1755 eV
W from energy derivative: 0.44744 hartree
Averages: u [bohr], h [bohr^-6 integrated over R: bohr^-3],
          <n_x> [bohr^-3], <n_c> [bohr^-3]
  0.0  0.004719  -0.016836  -0.012116
  0.5  0.006927  -0.016011  -0.009084
  1.0  0.008270  -0.013766  -0.005496
  2.0  0.006944  -0.007480  -0.000535
  3.0  0.003109  -0.002654  0.000454
  4.0  0.000778  -0.000600  0.000177
  6.0  0.000009  -0.000007  0.000002
Hole integrals at r1 [bohr]: exchange, total, correlation
  0.5  -1.000000  -1.000000  0.000000
  1.0  -1.000000  -1.000000  0.000000
  2.0  -1.000000  -1.000000  0.000000
Averaged exchange-hole integral: -1.000000
Averaged correlation-hole integral: 0.000000
U: 1.030250 hartree
Ex: -0.515125 hartree
Wc: -0.067682 hartree
V trap: 0.888139 hartree
T: 0.664418 hartree
Ts: 0.635246 hartree
Tc: 0.029172 hartree
Ec: -0.038510 hartree
B: three electrons, s up, pz up, s down; same trap orbitals
Pair count from h: 3.000000
System average at u = 2 bohr along x: 0.012387 bohr^-3
System average at u = 2 bohr along z: 0.037162 bohr^-3
Spherical average at u = 2 bohr: 0.020646 bohr^-3
W from h(u): 1.410474 hartree
W from two-electron integrals: 1.410474 hartree
Fixed point r1 [bohr]: [0.5 0.3 0.8]
Exchange-hole integral: -1.000000
Same formula, pz half occupied: -0.931034
Weight of px^2 pz determinant in mixed state: 0.10
Mixed-state density at r1: 0.096856 bohr^-3
Reference density at r1: 0.102690 bohr^-3
Mixed-state total-hole integral: -1.000000
Integral of (P-Ps)/n, unequal densities: -0.120482
Difference of own-density holes: 0.000000
```
